# Adatom density beside a small island: an examination question

## Question

A flat crystal surface carries a circular island one atom high, of radius $R=5$ nm. Its edge has a free energy per unit length, or line tension, $\gamma=0.20$ eV/nm, and each atom of the layer occupies an area $\Omega=0.08$ nm². The temperature is $T=400$ K, at which $k_BT=0.03447$ eV.

Take $\gamma$ to be independent of the direction and the radius of the edge, and ignore misfit strain. The adatoms (single atoms on top of the terrace) are few and do not interact. Atoms pass between the edge and the terrace beside it fast enough for local equilibrium.

(a) Find the free energy needed to add one atom to the island, relative to adding it to a straight step.

(b) Find the chemical potential of $n$ adatoms spread over $M$ terrace sites, for $1\ll n\ll M$.

(c) Show that the adatom density in equilibrium with the island is about 10 percent higher than the density in equilibrium with a straight step at the same temperature.

(d) Repeat the calculation for a circular pit, one atom deep, of the same radius.

(e) How does the rise depend on $R$, and what follows for two islands of different size on one terrace?

(f) Is the equilibrium of part (c) stable?

(g) Estimate how far the answer moves if the island is square, if the line tension is doubled, and if the smaller approximations are relaxed. Comment on a real surface.

## Model answers

### (a) The cost of one more atom

An atom that joins a straight step at a kink moves the kink along by one place and leaves the length of the step unchanged. Let the free energy of an atom added in this way be the zero of energy. The free energy of an island of $N$ atoms is then that of its edge alone, $F=2\pi R\gamma$.

The area fixes the radius: $N\Omega=\pi R^2$, so $R=\sqrt{N\Omega/\pi}$ and

$$F(N)=2\pi\gamma\sqrt{\frac{N\Omega}{\pi}}=2\gamma\sqrt{\pi\Omega N}.$$

Differentiation with respect to $N$ gives the excess chemical potential,

$$\Delta\mu=\frac{dF}{dN}=\gamma\sqrt{\frac{\pi\Omega}{N}}.$$

Substituting $N=\pi R^2/\Omega$ turns the square root into $\Omega/R$, so

$$\Delta\mu=\frac{\gamma\Omega}{R}.$$

The sign is positive because an added atom enlarges the island and so lengthens its edge. With the given numbers,

$$\Delta\mu=\frac{0.20\times0.08}{5}\ \text{eV}=0.0032\ \text{eV}.$$

Atoms come one at a time, so the derivative stands in for the difference $F(N+1)-F(N)$. The island holds $N=\pi(5)^2/0.08\approx982$ atoms, and the difference is 0.003199 eV. The derivative is therefore accurate enough here.

### (b) The chemical potential of the adatoms

Let $E$ be the free energy needed to move an atom from a straight step to one particular terrace site. There are $\binom{M}{n}$ ways to place $n$ adatoms on $M$ sites, so their free energy is

$$G(n)=nE-k_BT\ln\binom{M}{n}.$$

One more adatom multiplies the number of arrangements by

$$\binom{M}{n+1}\Big/\binom{M}{n}=\frac{M-n}{n+1}.$$

The chemical potential is the resulting change in $G$:

$$\mu=G(n+1)-G(n)=E-k_BT\ln\frac{M-n}{n+1}.$$

For $1\ll n\ll M$ the fraction is close to $M/n=1/c$, where $c=n/M$ is the coverage. Hence

$$\mu=E+k_BT\ln c.$$

The density per unit area is proportional to $c$, so ratios of density and of coverage are the same.

### (c) The rise in density

Let the island and the terrace share a fixed number of atoms, $N+n$. If one atom moves from the terrace to the island, the total free energy changes by $\Delta\mu-\mu$. In equilibrium this change vanishes to first order, so $\mu=\Delta\mu$:

$$E+k_BT\ln c=\Delta\mu.$$

For a straight step the cost of adding an atom is zero by the choice made in part (a). The coverage $c_0$ beside it therefore obeys

$$E+k_BT\ln c_0=0.$$

Subtracting the second equation from the first removes the unknown $E$:

$$k_BT\ln\frac{c}{c_0}=\Delta\mu,\qquad \frac{c}{c_0}=\exp\left(\frac{\gamma\Omega}{Rk_BT}\right).$$

This is the Gibbs–Thomson relation for a one-layer island. The numbers give

$$\frac{\Delta\mu}{k_BT}=\frac{0.00320}{0.03447}=0.0928,\qquad \frac{c}{c_0}=e^{0.0928}=1.097.$$

The density is 9.7 percent higher than beside a straight step, which is about 10 percent, as required. The comparison is made at one temperature. Heating the surface also changes $c_0$, and that is a separate effect governed by the energy part of the free energy $E$.

The equilibrium argument can be tested without setting $\mu=\Delta\mu$. In a closed system, each possible number of adatoms is given its statistical weight, built from $F(N)$ and $G(n)$, and the mean coverage is found by summation. For $E=0.30$ eV the sum gives a ratio $c/c_0$ of 1.09748. For $E=0.40$ eV it gives 1.09750. The formula gives 1.09747 at the mean island size in these sums, which corresponds to a radius of 4.991 nm. The agreement supports both the equilibrium condition and the cancellation of $E$. It does not test the assumed edge energy, which both calculations share.

### (d) A pit of the same radius

Let the pit have $V$ missing atoms. Its edge free energy is $2\gamma\sqrt{\pi\Omega V}$, by the same geometry as before. An atom added to the edge fills part of the pit, so $V$ falls by one and the edge becomes shorter. The derivative with respect to the number of added atoms therefore has the opposite sign:

$$\Delta\mu_{\text{pit}}=-\frac{\gamma\Omega}{R},\qquad \frac{c_{\text{pit}}}{c_0}=e^{-0.0928}=0.911.$$

The density beside the pit is 8.9 percent lower than beside a straight step. The fall is smaller than the rise in part (c) because the two factors are reciprocals: $1/1.0973=0.9113$.

### (e) Dependence on radius

Define the length

$$\ell=\frac{\gamma\Omega}{k_BT}=\frac{0.20\times0.08}{0.03447}\ \text{nm}=0.464\ \text{nm}.$$

The fractional rise is then $e^{\ell/R}-1$. For $R\gg\ell$ the exponential can be expanded:

$$\frac{c-c_0}{c_0}=\frac{\ell}{R}+\frac{\ell^2}{2R^2}+\dots$$

The first term gives 9.3 percent at 5 nm, and the second adds about 0.4 percentage points. As $R\to\infty$ the edge becomes straight and the rise vanishes. At fixed $\gamma$, $\Omega$ and $T$:

| Radius (nm) | Rise (percent) |
|---|---|
| 2 | 26.1 |
| 5 | 9.7 |
| 10 | 4.8 |
| 20 | 2.3 |
| 50 | 0.9 |

A rise of 10 percent requires $\ell/R=\ln1.10=0.0953$, which gives $R=4.87$ nm.

Suppose islands of radius 5 nm and 10 nm share a terrace, each in equilibrium with the adatoms at its own edge. The density is higher beside the smaller island, so adatoms diffuse from it towards the larger one. The smaller island shrinks, its equilibrium density rises further, and the transfer continues. This is Ostwald ripening.

The continuum description becomes doubtful when the island is only a few atoms across, because a smooth circular edge of constant line tension then has little meaning.

### (f) Stability

The condition $\mu=\Delta\mu$ makes the total free energy stationary. For a minimum, its second derivative must be positive when atoms are exchanged at fixed $N+n$. Since $dN=-dn$, the two second derivatives add:

$$\frac{d^2F}{dN^2}+\frac{d^2G}{dn^2}>0.$$

From part (a), $\Delta\mu\propto N^{-1/2}$, so $d^2F/dN^2=-\Delta\mu/(2N)$. From part (b), $\mu=E+k_BT\ln(n/M)$, so $d^2G/dn^2=k_BT/n$. The condition becomes

$$\frac{k_BT}{n}>\frac{\Delta\mu}{2N},\qquad n<\frac{2Nk_BT}{\Delta\mu}=\frac{2\times982}{0.0928}\approx2\times10^4.$$

On a small closed terrace with fewer adatoms than this, the equilibrium is stable against small exchanges: when an island loses an atom, the density around it rises by more than the island's own equilibrium density does, and this drives atoms back. The condition does not compare the island with the state in which it has dissolved completely. That state can have the lower free energy even well below the limit, and the island is then only metastable. On a very large terrace, or one whose density is held fixed from outside, that response is too weak or absent. The island is then a critical nucleus, which tends to grow once it has gained atoms and to shrink once it has lost them. The density ratio in part (c) still describes the balance at its edge.

### (g) Limits of the estimate

**Square island.** Let a square of side $L$ have the same area and the same line tension, and let it keep its shape as it grows. Then $L=\sqrt{N\Omega}$ and $F=4\gamma L=4\gamma\sqrt{N\Omega}$, so

$$\Delta\mu_{\text{sq}}=2\gamma\sqrt{\frac{\Omega}{N}}=\frac{2\gamma\Omega}{L}.$$

Equal areas require $L=\sqrt{\pi}R$. The result is therefore $2/\sqrt{\pi}=1.128$ times that of the circle, or 0.00361 eV. The rise becomes 11.0 percent.

**Line tension.** With $\gamma=0.40$ eV/nm and everything else fixed, the exponent doubles to 0.186 and the rise becomes 20.4 percent. This is more than twice 9.7 percent because the dependence is exponential.

**Finite size.** Fluctuations of a small island can add to $F$ a term of the form $s\,k_BT\ln N$. Its derivative is $s\,k_BT/N$, which multiplies the density by $e^{s/N}$. For $s=1$ this is a change of 0.10 percent. The choice $s=1$ sets a scale; the coefficient is not calculated here.

**Site blocking.** Without the approximation $n\ll M$, $c$ is replaced by $c/(1-c)$ in the chemical potential. For a trial value $E=0.30$ eV, $c_0=e^{-E/k_BT}$ is about $1.7\times10^{-4}$, and with $M$ held fixed blocking lowers the ratio $c/c_0$ by about 0.002 percent of its value. An atom that joins the island or the step also covers one empty terrace site, which adds $-k_BT\ln(1-c)$ to the cost of attaching it. The balance then reads $E+k_BT\ln\frac{c}{1-c}=\Delta\mu-k_BT\ln(1-c)$, which is again $E+k_BT\ln c=\Delta\mu$, so in this model the two corrections cancel. Attraction between adatoms is not included in this figure.

**A real surface.** The atomic area is close to that of silver (001). The line tension is an assumed round value and is probably too low for that surface: a rough estimate with an empirical second-moment tight-binding potential gives 0.33 to 0.40 eV/nm for the close-packed step on silver (001) at 400 K, which would put the rise at 5 nm near 17 to 21 percent. On a crystal surface the atomic structure of a step, and with it the line tension, also varies with the direction of the edge, contrary to the assumption made here. For the inputs used here, replacing the circle by a square of equal area matters much less than doubling $\gamma$, but a strongly elongated island can differ from the circle by much more than the square does. If atoms attach to and leave the edge slowly compared with their diffusion across the terrace, local equilibrium fails while the island grows or shrinks, and the density beside the edge must then be found from the rates. The value of 10 percent thus belongs to the stated inputs, and a prediction for a particular metal needs its own step free energy at 400 K.

Most of the computed values in these answers also appear in the output of the program.

## Computed results

```
INPUTS
line tension                       0.20 eV/nm
area per atom                      0.08 nm^2
island radius                      5.0 nm
temperature                        400 K
MAIN RESULT
atoms in island                    982
thermal energy kT                  0.03447 eV
excess chemical potential          0.00320 eV
edge energy for one more atom      0.003199 eV
exponent (linear estimate of rise) 0.0928
density factor                     1.0973
rise in adatom density             9.73 percent
radius for a 10 percent rise       4.87 nm
change beside a pit, same radius   -8.87 percent
EXPLICIT SUMS OVER ADATOM NUMBER
island, E = 0.30 eV, mean-size radius 4.991 nm: sum 1.09748, formula 1.09747
island, E = 0.40 eV, mean-size radius 4.991 nm: sum 1.09750, formula 1.09747
pit, E = 0.30 eV, mean-size radius 4.992 nm: sum 0.91123, formula 0.91120
RISE AGAINST RADIUS
R =    2 nm: 26.12 percent
R =    5 nm: 9.73 percent
R =   10 nm: 4.75 percent
R =   20 nm: 2.35 percent
R =   50 nm: 0.93 percent
NEGLECTED EFFECTS AND SENSITIVITY
square island, excess potential    0.00361 eV
square island, rise                11.04 percent
line tension 0.40 eV/nm, rise      20.40 percent
kT ln N term, density change       0.10 percent
trial coverage at E = 0.30 eV      1.66e-04 per site
site blocking, change of factor    -0.0016 percent
```
